# Why a flat disk pressed onto a sphere is hoop-compressed beyond W/√3

## Question

I have a flat elastic disk of radius \(W\), and I force it onto a shallow sphere of radius \(R\gg W\) without letting it wrinkle. Nothing pulls on its edge. I am supposed to show that the hoop stress is compressive beyond \(r=W/\sqrt3\).

My attempt was to lay the radii on the sphere without stretching them. A material circle of radius \(r\) then becomes a circle of radius \(R\sin(r/R)\approx r-r^3/(6R^2)\), so the hoop strain is \(-r^2/(6R^2)\). That is compressive everywhere, and no \(\sqrt3\) appears. What did I miss? And does compression mean that the sheet must wrinkle?

The case I have in mind is a round silicon (100) chip, 20 µm thick and 10 mm in radius, pressed by one atmosphere into a bowl of radius 100 mm.

## Answer

Your geometry is right, but the sheet is not obliged to keep its radii unstretched, and in fact it cannot. With \(\varepsilon_r=0\), Hooke's law gives a radial force \(N_r=\nu N_\theta\), where \(\nu\) is Poisson's ratio. At a free edge \(N_r\) must vanish, which your solution violates unless \(\nu=0\). If \(\nu=0\), then \(N_r=0\) everywhere, and nothing balances the hoop force. The radii have to stretch, and force balance decides by how much.

**Assumptions.** The sheet is linearly elastic with stretching modulus \(Y=Et\), where \(E\) is Young's modulus and \(t\) the thickness. It slides without friction. Its shape is prescribed as \(w=r^2/(2R)\). \(N_r\) and \(N_\theta\) are forces per length, positive in tension; dividing by \(t\) gives the stresses. "Free edge" means \(N_r(W)=0\).

For an isotropic sheet I can take the stress to be axisymmetric. The stretching energy is a positive quadratic function of strain, and for a given shape the strain is linear in the in-plane displacement plus a fixed term. If two minimizing states had different strains, their average would have lower energy. The strain is therefore unique, and rotating or reflecting the disk cannot change it.

### Strains and force balance

Let \(u(r)\) be the radial displacement. A radial element \(dr\) acquires the length
\[
\sqrt{(dr+du)^2+dw^2}\approx dr\left(1+u'+\tfrac12 w'^2\right),
\]
and a circle of radius \(r\) becomes one of radius \(r+u\). Since \(w'=r/R\),
\[
\varepsilon_r=u'+\frac{r^2}{2R^2},\qquad \varepsilon_\theta=\frac ur .
\]
Both are of order \((W/R)^2\); the neglected terms are smaller by another factor of that order. Because \(u=r\varepsilon_\theta\), the displacement can be eliminated:
\[
(r\varepsilon_\theta)'-\varepsilon_r=-\frac{r^2}{2R^2}. \tag{1}
\]

Now balance the radial forces on a small sector of angle \(d\theta\). The difference of the radial pulls on its two curved sides is \((rN_r)'\,dr\,d\theta\). The hoop forces on its straight sides are inclined to each other by \(d\theta\) and pull inward with \(N_\theta\,dr\,d\theta\). Hence
\[
N_\theta=(rN_r)'=N_r+rN_r'. \tag{2}
\]

### Solving for the stress

Insert Hooke's law, \(Y\varepsilon_r=N_r-\nu N_\theta\) and \(Y\varepsilon_\theta=N_\theta-\nu N_r\), into (1) multiplied by \(Y\):
\[
(1+\nu)(N_\theta-N_r)+rN_\theta'-\nu rN_r'=-\frac{Yr^2}{2R^2}.
\]
By (2), \(N_\theta-N_r=rN_r'\), so the terms in \(\nu\) cancel and the left side is \(rN_r'+rN_\theta'\). Differentiating (2) gives \(N_\theta'=2N_r'+rN_r''\), and therefore
\[
r^2N_r''+3rN_r'=-\frac{Yr^2}{2R^2}.
\]
Multiplying by \(r\) makes the left side a total derivative:
\[
(r^3N_r')'=-\frac{Yr^3}{2R^2}
\quad\Rightarrow\quad
r^3N_r'=-\frac{Yr^4}{8R^2}+C .
\]
A nonzero \(C\) would make \(N_r\) diverge as \(1/r^2\) at the centre, so \(C=0\). One more integration gives \(N_r=D-Yr^2/(16R^2)\), and \(N_r(W)=0\) fixes \(D=YW^2/(16R^2)\). With (2),
\[
\boxed{N_r=\frac{Y(W^2-r^2)}{16R^2},\qquad
N_\theta=\frac{Y(W^2-3r^2)}{16R^2}}
\]
The hoop force is positive for \(r<W/\sqrt3\), zero at \(r=W/\sqrt3\) and negative beyond it. The radial force is tensile everywhere inside the edge.

A sign change was unavoidable. Integrating (2) gives
\[
\int_0^W N_\theta\,dr=\big[rN_r\big]_0^W=0,
\]
so, with a free edge, hoop compression in one part must be balanced by hoop tension in another.

The displacement shows how this differs from your attempt:
\[
u=r\varepsilon_\theta=\frac{r\left[(1-\nu)W^2-(3-\nu)r^2\right]}{16R^2}.
\]
At the edge the hoop strain is \(-W^2/(8R^2)\), instead of your \(-W^2/(6R^2)\): stretching the radii relieves part of the compression. The hoop *strain* changes sign at \(r^2=W^2(1-\nu)/(3-\nu)\), which coincides with the zero of the hoop *stress* only for \(\nu=0\).

### If the edge is pulled

Suppose a tension \(T\) per length acts at the edge. Then \(D=T+YW^2/(16R^2)\), and \(T\) is added to both forces. The hoop force now vanishes at
\[
r_0^2=\frac{W^2}{3}+\frac{16R^2T}{3Y}.
\]
This radius reaches the edge when \(T=YW^2/(8R^2)\), and a larger pull removes the compression altogether. The factor \(1/\sqrt3\) thus belongs to the free edge.

### Does the result hold for silicon?

Silicon is not isotropic, but the pattern survives. Take \(x,y\) along the cubic axes and define a stress function by \(N_{xx}=\chi_{yy}\), \(N_{yy}=\chi_{xx}\), \(N_{xy}=-\chi_{xy}\), which satisfies in-plane force balance. Strains compatible with the spherical shape obey
\[
\partial_y^2\varepsilon_{xx}+\partial_x^2\varepsilon_{yy}-\partial_x\partial_y\gamma_{xy}
=w_{xy}^2-w_{xx}w_{yy}=-\frac1{R^2}.
\]
With the elastic compliances \(s_{11},s_{12},s_{66}\) this becomes
\[
s_{11}(\chi_{xxxx}+\chi_{yyyy})+(2s_{12}+s_{66})\chi_{xxyy}=-\frac{t}{R^2}.
\]
Try \(\chi=-A(W^2-r^2)^2\). Both \(\chi\) and its slope vanish at \(r=W\), so the edge is free of force. Only \(r^4=x^4+2x^2y^2+y^4\) survives four derivatives, giving 24, 24 and 8 for the three terms. Hence
\[
8A\,(6s_{11}+2s_{12}+s_{66})=\frac{t}{R^2}.
\]
Since \(N_r=\chi'/r=4A(W^2-r^2)\) and \(N_\theta=\chi''=4A(W^2-3r^2)\), the boxed formulas hold with \(Y=E_{\rm eff}t\) and
\[
\frac1{E_{\rm eff}}=\frac{6s_{11}+2s_{12}+s_{66}}{8}.
\]
This is the average of \(1/E\) over in-plane directions: \(1/E=s_{11}(\cos^4\theta+\sin^4\theta)+(2s_{12}+s_{66})\sin^2\theta\cos^2\theta\), and the two angular factors average to \(3/4\) and \(1/8\).

As a test, the stretching energy was minimized over two-dimensional polynomial displacements, without assuming axial symmetry. With silicon's compliances the hoop stress changed sign at \(0.577350\,W\), which is \(W/\sqrt3\) to the digits shown.

### Your chip

The rough room-temperature elastic constants listed in the output give, with extra digits kept only for the arithmetic, \(s_{11}=7.670\), \(s_{12}=-2.134\) and \(s_{66}=12.500\) TPa\(^{-1}\). Then
\[
\frac1{E_{\rm eff}}=\frac{46.02-4.27+12.50}{8}=6.78\ \text{TPa}^{-1},
\]
or \(E_{\rm eff}\approx147.5\) GPa and \(Y\approx2.95\) MN/m. Unrounded elastic constants lower \(E_{\rm eff}\), and the membrane stresses and required pressure below, by about 0.3%. The hoop stress vanishes at \(10\ \text{mm}/\sqrt3=5.77\) mm, so two thirds of the area is under hoop compression. With \((W/R)^2=0.01\),
\[
\sigma_{\rm centre}=\frac{147.5\ \text{GPa}\times0.01}{16}\approx92\ \text{MPa},
\qquad
\sigma_\theta(W)=-\frac{147.5\ \text{GPa}\times0.01}{8}\approx-184\ \text{MPa}.
\]

Bending adds a surface stress \(Mt/(2R)\approx18\) MPa, where \(M=1/(s_{11}+s_{12})\approx181\) GPa is the biaxial modulus. The largest tension is then about 110 MPa, on the convex face at the centre. That is 0.22 of a rough strength of 500 MPa.

### Can one atmosphere hold it?

Measure \(w\) upward from the bottom of the bowl. The applied pressure \(p\) pushes down and the bowl pushes up with contact pressure \(q\). The membrane contributes an upward force per area
\[
\frac1r(rN_rw')'=\frac{(r^2N_r)'}{rR}=\frac{N_r+N_\theta}{R}.
\]
Bending adds nothing in the interior, because the curvature there is uniform. Vertical balance gives
\[
q=p-\frac{N_r+N_\theta}{R}=p-\frac{Y(W^2-2r^2)}{8R^3}.
\]
The centre tries to lift, and full contact requires
\[
p>\frac{YW^2}{8R^3}=\frac{2.95\times10^6\times10^{-4}}{8\times10^{-3}}\ \text{Pa}\approx36.9\ \text{kPa}.
\]
A pressure difference of one atmosphere, 101.3 kPa, suffices in this model. For the surrounding air to supply all of it, the space under the chip must be evacuated. The contact pressure is then \(q=64.5\) kPa at the centre and 138.2 kPa near the edge.

The rim needs separate care. A spherical shape requires an edge moment per unit length \(m=Mt^3/(12R)\approx1.20\) mN (that is, mN·m per metre), which a free edge does not receive. A narrow strip of width \(\ell\) just inside the rim therefore lifts. Let \(y\) be the distance from the strip's inner end and \(B\) the bending stiffness. For constant \(q\), the gap
\[
\delta=\frac{q}{24B}\,y^3(\ell-y)
\]
satisfies \(B\delta''''=-q\), joins the bowl smoothly at \(y=0\) and rests on it at the rim. Zero total moment there requires \(B\delta''(\ell)=-q\ell^2/4=-m\), so \(\ell=2\sqrt{m/q}\approx0.19\) mm. Along a cubic axis, the softest direction,
\[
B=\frac{s_{11}}{s_{11}^2-s_{12}^2}\,\frac{t^3}{12}\approx94\ \text{µJ},
\]
and the largest gap, at \(y=3\ell/4\), is about 8 nm. The strip is narrow compared with the 10 mm radius. Both values assume a perfectly smooth, rigid bowl.

### Does compression mean wrinkles?

No. Compression supplies energy that wrinkles could release, but whether they form depends on how the sheet is held. Consider a lift \(\delta=a(1+\cos kx)\) along the hoop direction near the edge, where the compressive force is \(N=-N_\theta(W)\approx3690\) N/m. Averaged over a wavelength, the energy change per area is
\[
\Delta=qa-\frac{N}{2}\langle\delta'^2\rangle+\frac B2\langle\delta''^2\rangle
=qa-\frac{a^2}{4}\left(Nk^2-Bk^4\right).
\]
The cost is first order in \(a\), while the gain is second order, so a sufficiently small lift does not pay. With \(N\) held fixed, break-even occurs at \(a=4q/(Nk^2-Bk^4)\), which is smallest for \(k^2=N/(2B)\):
\[
a=\frac{16qB}{N^2}\approx15\ \text{µm},\qquad \frac{2\pi}{k}\approx1.4\ \text{mm}.
\]
The crest height is \(2a\approx31\) µm, somewhat more than the thickness. This estimate holds \(N\) and \(q\) at their edge values and ignores radial variation. Holding \(N\) fixed overstates the gain: at this lift the waves would take up a fraction \(a^2k^2/4\approx0.0011\) of the hoop length, nearly all of the edge strain \(W^2/(8R^2)=0.00125\), so the compression would fall as they grew. For waves of this cosine shape, 15 µm is therefore a lower limit on the break-even lift, not a prediction of wrinkles at that height. More sharply peaked waves can have a smaller limit on the mean lift, and the estimate does not prove stability. It also says nothing about wrinkles formed on the way into the bowl, before full contact.

### What the model leaves out

The factor \(1/\sqrt3\) is derived here for a uniform, round, sliding disk. A rectangular outline, added circuit layers or glue would each change the problem. Of the corrections sized here for the membrane stress, friction is the largest. With a rough coefficient \(\mu=0.05\), the force scale \(\mu qW\), using \(q\) near the edge, is 3.7% of the central membrane force. That coefficient is low for dry contact; at the same pressure, \(\mu=0.3\) would raise the ratio to about 22%. These ratios are force scales, not the changes themselves. For radial sliding friction \(\mu q\) over the whole disk, the central force changes by roughly half as much, and the zero-hoop radius moves by about 0.7% and 4%, in a direction set by the direction of sliding. Finite slope matters much less. For an isotropic disk on a true sphere at \(W/R=0.1\), with \(\nu=1-E_{\rm eff}/M\approx0.18\) chosen to match both silicon moduli used above, the zero-hoop radius and the edge compression each differ from the shallow values by about 0.1% when Hooke's law is written in engineering strain. At this order the figure depends on the strain measure: with Green or logarithmic strain the shifts lie between about 0.04% and 0.3%. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Zero-hoop radius / W, minimized energy: 0.577350
1/sqrt(3): 0.577350
Silicon c11, c12, c44 (rough): 166, 64, 80 GPa
Compliances s11, s12, s66: 7.670, -2.134, 12.500 1/TPa
Young modulus, lowest in plane: 130.4 GPa
Young modulus, highest in plane: 169.7 GPa
Effective Young modulus: 147.5 GPa
Biaxial modulus: 180.7 GPa
Effective Poisson ratio for sphere test: 0.184
Disk radius W: 10.0 mm
Sphere radius R: 100.0 mm
Thickness t: 20.0 um
Stretching modulus Y: 2.949 MN/m
Zero-hoop radius: 5.774 mm
Disk area under hoop compression: 66.7 %
Centre stress, radial and hoop: 92.2 MPa
Edge hoop stress: -184.3 MPa
Stretching energy per area: 0.768 J/m2
Bending energy per area: 0.0120 J/m2
Applied pressure: 101.3 kPa
Pressure needed for full contact: 36.9 kPa
Contact pressure at centre: 64.5 kPa
Contact pressure near edge: 138.2 kPa
True sphere: zero-hoop radius / W: 0.576878
True sphere: shift of that radius: -0.082 %
True sphere: change of edge hoop force: 0.117 %
Surface bending stress: 18.1 MPa
Missing edge moment per length: 1.204 mN
Bending stiffness B, softest direction: 94.2 uJ
Lifted rim strip width: 0.187 mm
Largest rim strip gap: 7.8 nm
Friction coefficient (rough): 0.05
Friction scale / central membrane force: 3.7 %
Largest tensile stress with bending: 110.2 MPa
Fracture strength (rough): 500 MPa
Largest tension / strength: 0.22
Edge hoop compression force N: 3687 N/m
Wrinkle break-even mean lift a: 15.3 um
Wrinkle break-even crest height 2a: 30.7 um
Wrinkle wavelength at break-even: 1.42 mm
```
